# Magnetic-field setting for s excitons in a Keldysh monolayer: test program

```python
# RESULT UNDER TEST
# s excitons of a Keldysh monolayer in a perpendicular magnetic field B obey
#   H = -(1/2m)(d2/dr2 + (1/r) d/dr) + B^2 r^2/(8m) + V(r),
#   V(r) = -(pi/2 r0) [H0(kappa r/r0) - Y0(kappa r/r0)].
# A tridiagonal matrix on the grid r = s^2 gives the energies at any B, from
# the quadratic shift B^2 <r^2>/(8m) to the fan (n+1/2)B/m + V_n, where V_n is
# the average of V in Landau state n.
# Symbols (Hartree atomic units): m reduced mass, kappa dielectric constant of
# the surroundings, r0 screening length, l = B**-0.5 magnetic length,
# n = 0, 1, 2 for 1s, 2s, 3s. Energies are relative to the zero-field gap.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh_tridiagonal, solve_banded, eigh
from scipy.special import struve, y0, eval_laguerre, eval_genlaguerre, zeta
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
FIELD_TESLA = physical_constants["atomic unit of mag. flux density"][0]
MASS, KAPPA, R0 = 0.2, 4.0, 80.0
BOX = 2000.0
NAMES = ("1s", "2s", "3s")
N = np.arange(3)


def keldysh(r, kappa=KAPPA, r0=R0):
    x = kappa * r / r0
    return -np.pi / (2 * r0) * (struve(0, x) - y0(x))


def grid_run(B, points, potential=keldysh, mass=MASS, box=BOX, count=3):
    """Energies and <r^2> of the lowest s states on one grid."""
    radius = min(box, 12 / np.sqrt(B)) if B > 0 else box
    h = np.sqrt(radius) / points
    s = (np.arange(points) + 0.5) * h
    r = s**2
    diag = 1 / (4 * mass * h**2 * r) + B**2 * r**2 / (8 * mass) + potential(r)
    face = s[:-1] + h / 2
    off = -face / (8 * mass * h**2 * (s[:-1] * s[1:])**1.5)
    # A small absolute tolerance is needed: the matrix norm is very large.
    energy = eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                              select_range=(0, count - 1), tol=1e-16,
                              lapack_driver="stebz")
    band = np.zeros((3, points))
    band[0, 1:] = off
    band[2, :-1] = off
    square = []
    for e in energy:
        band[1] = diag - (e + 1e-9 * abs(e))
        u = np.ones(points)
        for _ in range(4):
            u = solve_banded((1, 1), band, u)
            u /= np.linalg.norm(u)
        square.append(np.sum(u**2 * r**2))
    return np.array([energy, square])


def levels(B, **options):
    """Extrapolated energies and <r^2>: the h^2 error is removed."""
    return (4 * grid_run(B, 1600, **options) - grid_run(B, 800, **options)) / 3


def landau_matrix(function, B, size=3):
    """Matrix of function(r) between free s Landau states, by quadrature."""
    node, weight = np.polynomial.legendre.leggauss(300)
    top = np.sqrt(12.0)
    t, w = top * (node + 1) / 2, top * weight / 2
    x = t**4 / 2
    f = np.array([eval_laguerre(k, x) for k in range(size)])
    return (f * (w * 2 * t**3 * np.exp(-x) * function(t**2 / np.sqrt(B)))) @ f.T


# ---- Two-body Hamiltonian reduces to the relative one (symbolic) ----
xe, ye, xh, yh, u, v = sp.symbols("xe ye xh yh u v", real=True)
me, mh, b = sp.Rational(2, 3), sp.Rational(5, 4), sp.Rational(7, 5)
mu = me * mh / (me + mh)
shape = (1 + u + 2 * u * v + v**2) * sp.exp(-(u**2 + 2 * v**2) / 3)
relative = {u: xe - xh, v: ye - yh}
cx, cy = (me * xe + mh * xh) / (me + mh), (me * ye + mh * yh) / (me + mh)
phase = sp.exp(sp.I * b / 2 * ((xe - xh) * cy - (ye - yh) * cx))
pair = phase * shape.subs(relative, simultaneous=True)


def kinetic(psi, x, y, charge, mass):
    total = 0
    for c, a in ((x, -b * y / 2), (y, b * x / 2)):
        once = -sp.I * sp.diff(psi, c) - charge * a * psi
        total += -sp.I * sp.diff(once, c) - charge * a * once
    return total / (2 * mass)


two_body = kinetic(pair, xe, ye, -1, me) + kinetic(pair, xh, yh, 1, mh)
angular = -sp.I * (u * sp.diff(shape, v) - v * sp.diff(shape, u))
one_body = (-(sp.diff(shape, u, 2) + sp.diff(shape, v, 2)) / (2 * mu)
            + b / 2 * (1 / me - 1 / mh) * angular
            + b**2 * (u**2 + v**2) / (8 * mu) * shape)
one_body = phase * one_body.subs(relative, simultaneous=True)
place = {xe: sp.Rational(3, 10), ye: sp.Rational(-4, 5),
         xh: sp.Rational(-1, 2), yh: sp.Rational(2, 5)}
left, right = (complex(sp.N(q.subs(place))) for q in (two_body, one_body))
assert abs(left - right) < 1e-11 and abs(left) > 1e-3

# ---- Real-space potential against its momentum-space definition ----
for r in (10.0, 200.0):
    integral = mp.quadosc(lambda q: mp.j0(q * r) / (KAPPA + R0 * q),
                          [0, mp.inf], omega=r)
    assert abs(-float(integral) / keldysh(r) - 1) < 1e-6
r = 0.01
short = (np.log(KAPPA * r / (2 * R0)) + np.euler_gamma) / R0 - KAPPA * r / R0**2
assert abs(keldysh(r) - short) < 1e-7

# ---- Grid method against exactly solvable cases ----
def free(r):
    return 0 * r


def coulomb(r):
    return -1 / r


free_levels = levels(1.0, potential=free, mass=1.0)
assert np.allclose(free_levels[0], N + 0.5, atol=1e-6)
assert np.allclose(free_levels[1], 4 * N + 2, rtol=1e-5)
hydrogen = levels(0.0, potential=coulomb, mass=1.0, box=90.0)[0]
assert np.allclose(hydrogen, -0.5 / (N + 0.5)**2, atol=2e-6)
exact_state = levels(4.0, potential=coulomb, mass=1.0)[0][1]
assert abs(exact_state - 4) < 2e-6

# ---- Order and sign of the grid error; box size ----
e200, e400, e800 = (grid_run(0.0, p)[0][0] for p in (200, 400, 800))
ratio = (e400 - e200) / (e800 - e400)
assert e200 < e400 < e800 and 3.8 < ratio < 4.2
E0, SQ0 = levels(0.0)
assert np.max(np.abs(levels(0.0, box=3000.0)[0] - E0)) < 2e-8

# ---- Independent diagonalization in exponential Laguerre functions ----
node, weight = np.polynomial.legendre.leggauss(600)
t = np.sqrt(4000.0) * (node + 1) / 2
radial = t**2
measure = np.sqrt(4000.0) * weight / 2 * 2 * t**3
decay, value, slope = 0.04, [], []
for k in range(40):
    z = 2 * decay * radial
    scale = 2 * decay / np.sqrt(k + 1) * np.exp(-z / 2)
    poly = eval_genlaguerre(k, 1, z)
    dpoly = -eval_genlaguerre(k - 1, 2, z) if k > 0 else 0 * z
    value.append(scale * poly)
    slope.append(scale * decay * (2 * dpoly - poly))
value, slope = np.array(value), np.array(slope)
h_zero = ((slope * measure) @ slope.T / (2 * MASS)
          + (value * measure * keldysh(radial)) @ value.T)
h_field = (value * measure * radial**2) @ value.T / (8 * MASS)


def basis_levels(B):
    return eigh(h_zero + B**2 * h_field, eigvals_only=True)[:3]


basis_gap = max(np.max(np.abs(basis_levels(B) - levels(B)[0]))
                for B in (0.0, 1e-4, 1e-3))
assert basis_gap < 2e-8
SIGMA = SQ0 / (8 * MASS)
weak = (basis_levels(1e-6) - basis_levels(0.0)) / 1e-12
assert np.allclose(weak, SIGMA, rtol=1e-3)
B, d = 3e-4, 1e-6
numeric_slope = (basis_levels(B + d) - basis_levels(B - d)) / (2 * d)
assert np.allclose(numeric_slope, B * levels(B)[1] / (4 * MASS), rtol=1e-4)

# ---- Landau fan: logarithmic matrix elements and second order ----
log_matrix = landau_matrix(lambda r: np.log(r**2 / 2), 1.0, size=5)
for i in range(5):
    for j in range(5):
        harmonic = sum(1 / k for k in range(1, i + 1))
        target = harmonic - np.euler_gamma if i == j else -1 / abs(i - j)
        assert abs(log_matrix[i, j] - target) < 1e-8


def log_like(r):
    return keldysh(r, kappa=1e-3, r0=1.0)


B = 200.0
shift = (levels(B, potential=log_like, mass=1.0)[0]
         - levels(B, potential=free, mass=1.0)[0])
second = (shift - np.diag(landau_matrix(log_like, B))) * B
assert np.allclose(second, -zeta(3, N + 1) / 4, rtol=0.02)
B = 10.0
deficit = 1 - B * levels(B)[1] / (4 * N + 2)
assert np.allclose(deficit, MASS / (2 * R0 * B * (N + 0.5)), rtol=0.1)

# ---- Worked example ----
BX = (4 * N + 2) / SQ0
at_cross = [BX[n] * levels(BX[n])[1][n] / (4 * n + 2) for n in N]
fields = (1e-5, 3e-5, 1e-4, 3e-4, 1e-3, 3e-3, 1e-2, 1e-1)
runs = [levels(B) for B in fields]
fractions = [B * run[1] / (4 * N + 2) for B, run in zip(fields, runs)]
fans = [(N + 0.5) * B / MASS + np.diag(landau_matrix(keldysh, B))
        for B in fields]
quadratic = [E0 + SIGMA * B**2 for B in fields]
for run, fan, quad in zip(runs, fans, quadratic):
    assert run[0][0] <= min(fan[0], quad[0]) + 1e-8

print(f"reduced mass {MASS} m_e, kappa {KAPPA}, r0 {R0} bohr")
print(f"zero-field box {BOX:.0f} bohr; grids of 800 and 1600 points")
print(f"1s, B=0, 200/400/800 points: {e200:.8f} {e400:.8f} {e800:.8f} hartree")
print(f"ratio of successive grid changes {ratio:.3f}")
print(f"largest grid-basis difference {basis_gap:.1e} hartree")
print(f"hydrogen test m=1 B=4, one-node state {exact_state:.6f} hartree")
print("Zero field: energy (hartree), rms radius (bohr)")
for n in N:
    print(f" {NAMES[n]} {E0[n]:.7f} {np.sqrt(SQ0[n]):.2f}")
print("Diamagnetic coefficient (a.u.), crossover field (a.u.), F there")
for n in N:
    print(f" {NAMES[n]} {SIGMA[n]:.5g} {BX[n]:.4e} {at_cross[n]:.4f}")
print("Converted: energy (meV), coefficient (ueV/T^2), crossover (T)")
for n in N:
    print(f" {NAMES[n]} {E0[n] * HARTREE_EV * 1e3:.2f}"
          f" {SIGMA[n] * HARTREE_EV * 1e6 / FIELD_TESLA**2:.4f}"
          f" {BX[n] * FIELD_TESLA:.1f}")
print("B (a.u.); energies 1s 2s 3s (hartree)")
for B, run in zip(fields, runs):
    print(f" {B:.0e} " + " ".join(f"{e:.7f}" for e in run[0]))
print("B (a.u.); slope / Landau slope F for 1s 2s 3s")
for B, row in zip(fields, fractions):
    print(f" {B:.0e} " + " ".join(f"{f:.4f}" for f in row))
print("B (a.u.); 1s quadratic law, 1s first-order fan law (hartree)")
for B, quad, fan in zip(fields, quadratic, fans):
    print(f" {B:.0e} {quad[0]:.7f} {fan[0]:.7f}")
print("B=0.1 a.u.: first-order fan energies 1s 2s 3s (hartree)")
print(" " + " ".join(f"{e:.7f}" for e in fans[-1]))
excess = np.diff(runs[-1][0]) - fields[-1] / MASS
limit = 1 / (2 * R0 * np.arange(1, 3))
print("B=0.1 a.u.: gap minus B/m, 2s-1s and 3s-2s (hartree)")
print(f" {excess[0]:.6f} {excess[1]:.6f}")
print(f"their high-field limits {limit[0]:.6f} {limit[1]:.6f} hartree")
print("PASS")
```

Printed output:

```
reduced mass 0.2 m_e, kappa 4.0, r0 80.0 bohr
zero-field box 2000 bohr; grids of 800 and 1600 points
1s, B=0, 200/400/800 points: -0.00687075 -0.00686963 -0.00686935 hartree
ratio of successive grid changes 3.977
largest grid-basis difference 7.4e-10 hartree
hydrogen test m=1 B=4, one-node state 4.000000 hartree
Zero field: energy (hartree), rms radius (bohr)
 1s -0.0068693 29.96
 2s -0.0016655 121.54
 3s -0.0007295 274.82
Diamagnetic coefficient (a.u.), crossover field (a.u.), F there
 1s 560.86 2.2287e-03 0.5651
 2s 9232.1 4.0619e-04 0.5523
 3s 47205 1.3240e-04 0.5421
Converted: energy (meV), coefficient (ueV/T^2), crossover (T)
 1s -186.92 0.2762 523.9
 2s -45.32 4.5470 95.5
 3s -19.85 23.2495 31.1
B (a.u.); energies 1s 2s 3s (hartree)
 1e-05 -0.0068692 -0.0016646 -0.0007248
 3e-05 -0.0068688 -0.0016573 -0.0006889
 1e-04 -0.0068637 -0.0015778 -0.0003717
 3e-04 -0.0068195 -0.0010270 0.0011762
 1e-03 -0.0063736 0.0023577 0.0082684
 3e-03 -0.0037489 0.0148713 0.0310921
 1e-02 0.0097644 0.0637312 0.1153466
 1e-01 0.2240659 0.7291003 1.2314408
B (a.u.); slope / Landau slope F for 1s 2s 3s
 1e-05 0.0045 0.0246 0.0747
 3e-05 0.0135 0.0731 0.2080
 1e-04 0.0447 0.2234 0.4762
 3e-04 0.1307 0.4770 0.7081
 1e-03 0.3596 0.7439 0.8660
 3e-03 0.6361 0.8838 0.9385
 1e-02 0.8458 0.9542 0.9752
 1e-01 0.9789 0.9935 0.9963
B (a.u.); 1s quadratic law, 1s first-order fan law (hartree)
 1e-05 -0.0068692 -0.0009194
 3e-05 -0.0068688 -0.0015088
 1e-04 -0.0068637 -0.0024793
 3e-04 -0.0068188 -0.0036058
 1e-03 -0.0063084 -0.0044712
 3e-03 -0.0018216 -0.0027342
 1e-02 0.0492163 0.0102140
 1e-01 5.6016875 0.2241362
B=0.1 a.u.: first-order fan energies 1s 2s 3s (hartree)
 0.2241362 0.7291083 1.2314420
B=0.1 a.u.: gap minus B/m, 2s-1s and 3s-2s (hartree)
 0.005034 0.002341
their high-field limits 0.006250 0.003125 hartree
PASS
```
